# The Two Roots of the Scalar Ring-Coupled-Cluster Equation: a program that tests the result

```python
"""Scalar ring-coupled-cluster (Riccati) equation  B + 2 A t + B t^2 = 0.

Result under test, for A > 0 and 0 < |B| < A, with Omega = sqrt(A^2 - B^2):
  roots     t_phys = (-A + Omega)/B,   t_other = (-A - Omega)/B
  energies  E = B t / 2, hence (-A + Omega)/2 and (-A - Omega)/2
  t_phys -> -B/(2A) for small B; t_other diverges and is no bound state.
A: excitation element (eV), B: coupling element (eV), t: amplitude.
Independent reference: H = A n + (B/2)(b+ b+ + b b) in a number basis,
where b+ creates one boson and n counts bosons.
"""
import numpy as np
import mpmath as mp


def formula(A, B):
    omega = np.sqrt(A * A - B * B)
    roots = np.array([(-A + omega) / B, (-A - omega) / B])
    energies = np.array([(-A + omega) / 2, (-A - omega) / 2])
    return omega, roots, energies


def boson_matrices(A, B, size):
    create = np.diag(np.sqrt(np.arange(1.0, size)), -1)
    pair = create @ create
    hamiltonian = A * create @ create.T + 0.5 * B * (pair + pair.T)
    return hamiltonian, pair


def pair_exponential(t, pair):
    """Number-basis coefficients of exp(t b+ b+ / 2)|0>."""
    term = np.zeros(len(pair))
    term[0] = 1.0
    total = term.copy()
    for k in range(1, len(pair) // 2 + 1):
        term = 0.5 * t * (pair @ term) / k
        total += term
    return total


A = 10.0
B = 6.0

# Roots, RPA eigenvectors and boson spectrum for several couplings
for coupling in (B, -B, 2.0, 9.0):
    omega, roots, energies = formula(A, coupling)
    numeric = sorted(np.roots([coupling, 2 * A, coupling]), key=abs)
    assert np.allclose(numeric, roots, rtol=1e-10)

    freq, vec = np.linalg.eig(np.array([[A, coupling], [-coupling, -A]]))
    order = np.argsort(-freq)
    assert np.allclose(freq[order], [omega, -omega], rtol=1e-10)
    assert np.allclose((vec[1] / vec[0])[order], roots, rtol=1e-10)

    hamiltonian, pair = boson_matrices(A, coupling, 200)
    levels, states = np.linalg.eigh(hamiltonian)
    assert np.allclose(levels[:4], energies[0] + omega * np.arange(4),
                       atol=1e-9)
    assert abs(np.sqrt(2) * states[2, 0] / states[0, 0] - roots[0]) < 1e-9
    assert energies[1] < levels[0] - 0.9 * omega

    # Both roots solve H v = E v row by row (rows untouched by truncation)
    small_h, small_pair = boson_matrices(A, coupling, 40)
    for t, energy in zip(roots, energies):
        v = pair_exponential(t, small_pair)
        residual = np.abs(small_h @ v - energy * v)[:-2]
        scale = (np.abs(small_h) @ np.abs(v))[:-2] + 1e-300
        assert np.max(residual / scale) < 1e-11

# Small-B behaviour from high-precision numerical roots
mp.mp.dps = 50
a, b = mp.mpf(10), mp.mpf("0.01")
found = mp.polyroots([b, 2 * a, b], maxsteps=300, extraprec=300)
near, far = sorted((mp.re(z) for z in found), key=abs)
assert abs((near + b / (2 * a)) / (-b**3 / (8 * a**3)) - 1) < 1e-5
assert abs((far + 2 * a / b) / (b / (2 * a)) - 1) < 1e-5
e_near, e_far = b * near / 2, b * far / 2
assert abs((e_near + b**2 / (4 * a)) / (-b**4 / (16 * a**3)) - 1) < 1e-5
assert abs((e_far + a) / (b**2 / (4 * a)) - 1) < 1e-5

# Merged roots at |B| = A (double root: only half the digits survive)
merged = np.roots([A, 2 * A, A])
assert np.allclose(merged, -1.0, atol=1e-6)
assert np.allclose(A * merged / 2, -A / 2, atol=1e-5)
# Complex roots beyond the instability
B_unstable = 12.0
unstable = np.roots([B_unstable, 2 * A, B_unstable])
assert np.allclose(np.abs(unstable), 1.0, atol=1e-10)
shifted = A + B_unstable * unstable
assert np.allclose(shifted.real, 0.0, atol=1e-9)
assert np.min(np.abs(shifted.imag)) > 1.0

omega, (t_phys, t_other), (e_phys, e_other) = formula(A, B)


def update(t):
    return -B * (1 + t * t) / (2 * A)


# Fixed-point iteration: physical root attracts, other root repels
iterates = [0.0]
for _ in range(60):
    iterates.append(update(iterates[-1]))
assert abs(iterates[-1] - t_phys) < 1e-13
assert np.all(np.diff(np.abs(iterates[:12])) > 0)
slope_phys = (iterates[9] - t_phys) / (iterates[8] - t_phys)
assert abs(slope_phys - (A - omega) / A) < 1e-4
step = 1e-6
slope_other = (update(t_other + step) - t_other) / step
assert abs(slope_other - (A + omega) / A) < 1e-4
inside, outside = t_other + 0.01, t_other - 0.01
for _ in range(100):
    inside = update(inside)
    if abs(outside) < 1e6:
        outside = update(outside)
assert abs(inside - t_phys) < 1e-12 and abs(outside) > 1e6

# Squared norms of the pair exponential
_, pair = boson_matrices(A, B, 62)
weights_phys = np.cumsum(pair_exponential(t_phys, pair) ** 2)
weights_other = np.cumsum(pair_exponential(t_other, pair) ** 2)
assert abs(weights_phys[-1] - 1 / np.sqrt(1 - t_phys**2)) < 1e-12
assert weights_other[20] > 1e3 * weights_other[10]

levels = np.linalg.eigvalsh(boson_matrices(A, B, 200)[0])
print(f"A = {A:.1f} eV")
print(f"B = {B:.1f} eV")
print(f"Omega = {omega:.4f} eV")
print(f"physical root t = {t_phys:.6f} (dimensionless)")
print(f"other root t = {t_other:.6f} (dimensionless)")
print(f"product of roots = {t_phys * t_other:.6f} (dimensionless)")
print(f"energy of physical root = {e_phys:.6f} eV")
print(f"energy of other root = {e_other:.6f} eV")
print(f"A + B t, physical root = {A + B * t_phys:.4f} eV")
print(f"A + B t, other root = {A + B * t_other:.4f} eV")
print(f"leading small-B amplitude -B/(2A) = {-B / (2 * A):.6f}")
print(f"leading small-B energy -B^2/(4A) = {-B * B / (4 * A):.6f} eV")
for n in range(3):
    print(f"boson level {n} by diagonalization = {levels[n]:.6f} eV")
for k in range(6):
    print(f"iterate {k}: t = {iterates[k]:.6f}, "
          f"B t/2 = {B * iterates[k] / 2:.6f} eV")
print(f"iteration slope at physical root = {slope_phys:.4f}")
print(f"iteration slope at other root = {slope_other:.4f}")
print(f"squared norm, physical root = {weights_phys[-1]:.6f}")
for n in (10, 20):
    print(f"squared norm up to {n} bosons, other root = "
          f"{weights_other[n]:.3e}")
print("Decreasing B at fixed A (t dimensionless, energies in eV):")
for coupling in (6.0, 2.0, 0.2):
    t1, t2 = sorted(np.roots([coupling, 2 * A, coupling]), key=abs)
    print(f"B = {coupling:.1f} eV: t_phys = {t1:.6f}, "
          f"-B/(2A) = {-coupling / (2 * A):.6f}, t_other = {t2:.4f}")
    print(f"   E_phys = {coupling * t1 / 2:.6f} eV, "
          f"E_other = {coupling * t2 / 2:.6f} eV")
print(f"unstable case: B = {B_unstable:.1f} eV, "
      f"|t| = {abs(unstable[0]):.4f}, "
      f"|Im(A + B t)| = {abs(shifted[0].imag):.4f} eV")
print("all good")
```

Printed output:

```
A = 10.0 eV
B = 6.0 eV
Omega = 8.0000 eV
physical root t = -0.333333 (dimensionless)
other root t = -3.000000 (dimensionless)
product of roots = 1.000000 (dimensionless)
energy of physical root = -1.000000 eV
energy of other root = -9.000000 eV
A + B t, physical root = 8.0000 eV
A + B t, other root = -8.0000 eV
leading small-B amplitude -B/(2A) = -0.300000
leading small-B energy -B^2/(4A) = -0.900000 eV
boson level 0 by diagonalization = -1.000000 eV
boson level 1 by diagonalization = 7.000000 eV
boson level 2 by diagonalization = 15.000000 eV
iterate 0: t = 0.000000, B t/2 = 0.000000 eV
iterate 1: t = -0.300000, B t/2 = -0.900000 eV
iterate 2: t = -0.327000, B t/2 = -0.981000 eV
iterate 3: t = -0.332079, B t/2 = -0.996236 eV
iterate 4: t = -0.333083, B t/2 = -0.999249 eV
iterate 5: t = -0.333283, B t/2 = -0.999850 eV
iteration slope at physical root = 0.2000
iteration slope at other root = 1.8000
squared norm, physical root = 1.060660
squared norm up to 10 bosons, other root = 1.659e+04
squared norm up to 20 bosons, other root = 6.958e+08
Decreasing B at fixed A (t dimensionless, energies in eV):
B = 6.0 eV: t_phys = -0.333333, -B/(2A) = -0.300000, t_other = -3.0000
   E_phys = -1.000000 eV, E_other = -9.000000 eV
B = 2.0 eV: t_phys = -0.101021, -B/(2A) = -0.100000, t_other = -9.8990
   E_phys = -0.101021 eV, E_other = -9.898979 eV
B = 0.2 eV: t_phys = -0.010001, -B/(2A) = -0.010000, t_other = -99.9900
   E_phys = -0.001000 eV, E_other = -9.999000 eV
unstable case: B = 12.0 eV, |t| = 1.0000, |Im(A + B t)| = 6.6332 eV
all good
```
